# Counting macrospin equilibria with the Poincaré index theorem, part 1

(Sections cited here and not found follow in the second part.)

## From the equation of motion to the count

A small magnet whose magnetization stays uniform is described by one unit vector $\mathbf m(t)$, the macrospin. Its motion is a flow on the unit sphere. We ask what the shape of the sphere alone says about the equilibria of this flow, whatever the anisotropy, the applied field, the damping or the spin torque.

The equation of motion is the Landau–Lifshitz–Gilbert equation with a Slonczewski spin torque,
$$\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \mathbf T=-\gamma\,\mathbf m\times(\mathbf b+b_s\,\mathbf m\times\mathbf p).\tag{1}$$
Here $\mathbf b(\mathbf m)$ is the effective field in tesla, $\gamma>0$ is the magnitude of the gyromagnetic ratio, and $\alpha\ge0$ is the damping constant. The unit vector $\mathbf p$ is the polarization direction of the injected spins, and $b_s$ measures the spin torque as a field. Atomic units would be unnatural here, so fields are in tesla or millitesla and rates in 1/ns.

Three assumptions hold throughout the proof. Nothing in (1) depends explicitly on time. The field $\mathbf b$ is continuously differentiable on the whole sphere. Every equilibrium is nondegenerate, in the sense defined in part (b).

**(a) Solve (1) for $\dot{\mathbf m}$. Show that the velocity is tangent to the sphere, and that damping does not move the equilibria.**

*Solution.* Take the scalar product of (1) with $\mathbf m$. Both terms on the right are cross products containing $\mathbf m$, so they are perpendicular to it, and $\mathbf m\cdot\dot{\mathbf m}=0$. The length of $\mathbf m$ is therefore conserved.

Now take the cross product of $\mathbf m$ with (1):
$$\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf T+\alpha\,\mathbf m\times(\mathbf m\times\dot{\mathbf m}).$$
The double product is $\mathbf m(\mathbf m\cdot\dot{\mathbf m})-\dot{\mathbf m}(\mathbf m\cdot\mathbf m)=-\dot{\mathbf m}$. Hence $\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf T-\alpha\dot{\mathbf m}$. Inserting this in (1) gives $\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\mathbf T-\alpha^2\dot{\mathbf m}$, or
$$\dot{\mathbf m}=\mathbf v(\mathbf m)=\frac{\mathbf T+\alpha\,\mathbf m\times\mathbf T}{1+\alpha^2}.\tag{2}$$
The field $\mathbf v$ is tangent to the sphere and as smooth as $\mathbf b$.

The vectors $\mathbf T$ and $\mathbf m\times\mathbf T$ are perpendicular and equally long, so $|\mathbf T+\alpha\,\mathbf m\times\mathbf T|^2=(1+\alpha^2)|\mathbf T|^2$. Thus $\mathbf v=0$ if and only if $\mathbf T=0$. Since $\mathbf T$ does not contain $\alpha$, damping moves no equilibrium.

The sign of the spin torque follows from the same double product:
$$-\gamma b_s\,\mathbf m\times(\mathbf m\times\mathbf p)=\gamma b_s\,[\mathbf p-\mathbf m(\mathbf m\cdot\mathbf p)].$$
For $b_s>0$ it pulls $\mathbf m$ towards $\mathbf p$.

**(b) Linearize the flow at an equilibrium $\mathbf m_0$ and sort the possible types by the determinant of the linear map. Show that nondegenerate equilibria are finite in number.**

*Solution.* Choose orthonormal tangent vectors with $\mathbf e_1\times\mathbf e_2=\mathbf m_0$, and write a nearby point as $\mathbf m=\mathbf m_0+\xi_1\mathbf e_1+\xi_2\mathbf e_2+O(\xi^2)$. The velocity vanishes at $\mathbf m_0$, so to first order
$$\dot\xi_i=\sum_jJ_{ij}\xi_j,$$
where $J_{ij}$ is the component along $\mathbf e_i$ of the derivative of $\mathbf v$ in the direction $\mathbf e_j$. The equilibrium is called nondegenerate if $\det J\neq0$.

The eigenvalues of a $2\times2$ matrix are
$$s_\pm=\tfrac12\Big[\operatorname{tr}J\pm\sqrt{(\operatorname{tr}J)^2-4\det J}\Big],\qquad s_+s_-=\det J.$$

- If $\det J<0$, the root is real and the eigenvalues have opposite signs. This is a saddle.
- If $\det J>0$ and $(\operatorname{tr}J)^2\ge4\det J$, both eigenvalues are real with the same sign. This is a node; equal eigenvalues are included.
- If $\det J>0$ and $0<(\operatorname{tr}J)^2<4\det J$, the eigenvalues are complex with a nonzero real part. This is a focus.
- If $\det J>0$ and $\operatorname{tr}J=0$, they are purely imaginary. This is a center.

The names refer to the linearized motion. At a center the neglected nonlinear terms may turn the closed orbits into slow spirals, but this does not affect $\det J$ or the count below.

The type does not depend on the coordinates. Let $\eta=\Phi(\xi)$ be other smooth coordinates that vanish at the equilibrium, and let $D$ be the derivative matrix of $\Phi$ there. To first order $\eta=D\xi$, so $\dot\eta=D\dot\xi=DJD^{-1}\eta$. Changes of the derivative of $\Phi$ away from the equilibrium multiply a velocity that is already first order, so they enter at second order. The matrices $J$ and $DJD^{-1}$ have the same trace and determinant.

For the finiteness, let $\sigma>0$ be the smallest value of $|J\xi|/|\xi|$. It is positive because $\det J\ne0$. The velocity differs from $J\xi$ by a remainder that is small compared with $|\xi|$. Sufficiently near $\mathbf m_0$ the speed therefore exceeds $\sigma|\xi|/2$, and no second equilibrium lies there. If there were infinitely many equilibria, they would accumulate at some point of the sphere, which is closed and bounded. By continuity that point would itself be an equilibrium, with others arbitrarily close to it. This contradicts the isolation just shown, so the number is finite.

**(c) For a vector field in a plane, define the winding number on a closed curve. Find its value on a small circle around a nondegenerate zero, and relate the winding on a large circle to those around the zeros inside.**

*Solution.* Write a point of the plane as a complex number $w$ and the field as a complex function $f(w)$, with real and imaginary parts as its components. On a closed curve where $f\ne0$, follow $\arg f$ continuously once around, counterclockwise. It returns to its value up to a multiple of $2\pi$. That multiple is the winding number, an integer. If $f$ is deformed continuously without acquiring a zero on the curve, the winding number varies continuously. An integer that varies continuously is constant.

Near a zero $w_0$ put $z=w-w_0=x+iy$. The linear part of the field is
$$f=(J_{11}+iJ_{21})x+(J_{12}+iJ_{22})y.$$
Substitute $x=(z+\bar z)/2$ and $y=(z-\bar z)/(2i)$. The result is $f=az+b\bar z$ with
$$a=\tfrac12[J_{11}+J_{22}+i(J_{21}-J_{12})],\qquad b=\tfrac12[J_{11}-J_{22}+i(J_{21}+J_{12})].$$
In the difference of the squared moduli, the real parts contribute $\tfrac14[(J_{11}+J_{22})^2-(J_{11}-J_{22})^2]=J_{11}J_{22}$. The imaginary parts contribute $\tfrac14[(J_{21}-J_{12})^2-(J_{21}+J_{12})^2]=-J_{12}J_{21}$. Therefore
$$|a|^2-|b|^2=\det J.\tag{3}$$

On a circle of radius $|z|$ the linear field has modulus at least $\big||a|-|b|\big|\,|z|$, which is positive by (3). The nonlinear remainder is smaller than this if the circle is small enough. It can be scaled continuously to zero without creating a zero on the circle, so the linear part determines the winding.

If $\det J>0$, then $|a|>|b|$. The term $b\bar z$ can also be scaled to zero, leaving $az$, whose argument grows by $2\pi$. If $\det J<0$, the term $az$ can be removed instead. This leaves $b\bar z$, whose argument falls by $2\pi$. The winding number around the zero, called its index, is
$$\text{index}=\operatorname{sign}\det J=\pm1.\tag{4}$$

Now take a large circle that encloses finitely many zeros and passes through none. Remove a small disc around each zero. On the remaining closed region $|f|$ has a positive minimum, and $f$ is uniformly continuous. Divide the region into cells so small that $\arg f$ varies by less than $\pi$ within each. The argument cannot complete a turn on the boundary of such a cell, so the winding there is zero.

Add the changes of argument around all cells, each traversed counterclockwise. Every interior edge is traversed twice in opposite directions and cancels. What remains is the large circle counterclockwise and the small circles clockwise. Their sum is zero, so
$$\text{winding on the large circle}=\sum\text{indices of the enclosed zeros}.\tag{5}$$

**(d) Map the sphere to a plane and find the winding of the macrospin's velocity field on a very large circle.**

*Solution.* The equilibria are finite in number, so some point of the sphere is not an equilibrium. Rotate the axes, keeping them right-handed, until this point is the south pole. Let $(n_1,n_2,n_3)$ be the components of $\mathbf m$ in the rotated axes, and define
$$w=\frac{n_1+in_2}{1+n_3},\qquad u=\frac{n_1-in_2}{1-n_3}.$$
The coordinate $w$ is stereographic projection from the south pole. It covers every other point of the sphere once. The coordinate $u$ is smooth near the south pole and vanishes there. Where both are defined,
$$wu=\frac{n_1^2+n_2^2}{1-n_3^2}=1,$$
because $n_1^2+n_2^2+n_3^2=1$. Differentiating $w=1/u$ gives
$$\dot w=-\frac{\dot u}{u^2}=-w^2\dot u.\tag{6}$$

At the south pole $n_1=n_2=0$ and $1-n_3=2$, so $\dot u=(v_1-iv_2)/2\equiv c$. The velocity there is tangent, hence $v_3=0$. It is also nonzero by the choice of the pole, so $c\neq0$. By continuity $|\dot u-c|<|c|$ for all sufficiently small $|u|$, that is, for all $|w|\ge R$ with $R$ large enough. Two things follow. There is no equilibrium with $|w|\ge R$. And $\dot u$ stays inside a disc that excludes the origin, so its argument has no net change around a circle.

On the circle $w=Re^{i\theta}$, equation (6) gives
$$\arg\dot w=\pi+2\theta+\arg\dot u.$$
As $\theta$ grows by $2\pi$, the middle term contributes $4\pi$ and the last contributes nothing. The winding number is 2.

This 2 is a property of the sphere. The velocity near the south pole is almost uniform when seen in the local coordinate $u$. Seen from the opposite side through $w=1/u$, the same field turns twice.

**(e) Combine these results into a relation between the numbers of nodes $N$, foci $F$, centers $C$ and saddles $S$.**

*Solution.* Every equilibrium lies inside the large circle. By (5) the indices add up to 2. This is the Poincaré index theorem for the sphere, proved here for nondegenerate equilibria. By part (b) the sign of $\det J$ is the same in the coordinate $w$ as in the tangent plane. By (4) a node, focus or center contributes $+1$ and a saddle $-1$. Therefore
$$N+F+C-S=2.\tag{7}$$
There are two more nodes, foci and centers combined than saddles.

The total number of equilibria is $N+F+C+S=2+2S$. It is even and at least two. A steady field and a steady current, however strong, cannot leave the macrospin without a point of rest.

The relation does not promise that any of these points is stable. Reversing the flow changes $J$ to $-J$. In two dimensions this leaves $\det J$ unchanged, so attracting and repelling points have the same index.

A time-dependent drive is excluded because $\mathbf v$ would then change during the motion. One exception is a field rotating at constant angular velocity $\boldsymbol\Omega$ in a magnet that is otherwise symmetric about that axis, with $\mathbf p$ along the axis if there is a current. In the rotating frame the velocity is $\mathbf v-\boldsymbol\Omega\times\mathbf m$, which is again steady, smooth and tangent. Relation (7) then counts the equilibria of that frame, which are steady precessions or rest points in the laboratory.

## What damping, energy and current can change

The second half uses the following symbols and results. The unit vector $\mathbf m$ obeys $\dot{\mathbf m}=(\mathbf T+\alpha\,\mathbf m\times\mathbf T)/(1+\alpha^2)$ with $\mathbf T=-\gamma\,\mathbf m\times(\mathbf b+b_s\,\mathbf m\times\mathbf p)$. Here $\mathbf b$ is the effective field, $\alpha$ the damping, $b_s$ the spin-torque field and $\mathbf p$ the spin polarization direction. At an equilibrium, $J$ is the linear map of the flow on the tangent plane. Saddles have $\det J<0$; nodes, foci and centers have $\det J>0$. If no determinant vanishes, $N+F+C-S=2$.

**(f) How do $\det J$ and $\operatorname{tr}J$ depend on damping? Without spin torque, relate them to the energy.**

*Solution.* Let $J_T$ be the linear map obtained from $\mathbf T$ alone. Since $\mathbf T=0$ at the equilibrium $\mathbf m_0$, the first-order change of $\mathbf m\times\mathbf T$ is $\mathbf m_0\times\delta\mathbf T$. With $\mathbf e_1\times\mathbf e_2=\mathbf m_0$, the operation $\mathbf m_0\times$ sends $\mathbf e_1$ to $\mathbf e_2$ and $\mathbf e_2$ to $-\mathbf e_1$. Its matrix is a quarter turn,
$$Q=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad J=\frac{(1+\alpha Q)J_T}{1+\alpha^2}.$$
Now $\det(1+\alpha Q)=1+\alpha^2$, while the scalar denominator enters a $2\times2$ determinant squared. Hence
$$\det J=\frac{\det J_T}{1+\alpha^2}.\tag{8}$$
Damping changes no index. It can turn a center into a focus or a focus into a node, but not into a saddle.

Set $b_s=0$ and let $\mathbf b=-\nabla g$, where $g$ is the energy density divided by the saturation magnetization. At equilibrium $\mathbf b=\lambda\mathbf m_0$. Then
$$\delta\mathbf T=-\gamma(\delta\mathbf m\times\lambda\mathbf m_0+\mathbf m_0\times\delta\mathbf b)=-\gamma\,\mathbf m_0\times(\delta\mathbf b-\lambda\,\delta\mathbf m).$$
The tangential part of $\delta\mathbf b-\lambda\,\delta\mathbf m$ is $-H\xi$, with
$$H_{ij}=\mathbf e_i\cdot(\nabla\nabla g)\,\mathbf e_j+\lambda\delta_{ij}.$$

This $H$ is the Hessian of the energy on the sphere. To see it, insert $\mathbf m=\mathbf m_0(1-\xi^2/2)+\boldsymbol\xi$ in $g$. The gradient $\nabla g=-\lambda\mathbf m_0$ contributes $+\lambda\xi^2/2$, which adds to the ordinary second derivatives.

Thus $J_T=\gamma QH$. Because $Q^2=-1$, we get $J=\gamma(Q-\alpha)H/(1+\alpha^2)$. The trace of $QH$ vanishes for symmetric $H$, and $\det(Q-\alpha)=1+\alpha^2$, so
$$\det J=\frac{\gamma^2\det H}{1+\alpha^2},\qquad \operatorname{tr}J=-\frac{\alpha\gamma\operatorname{tr}H}{1+\alpha^2}.\tag{9}$$
Minima and maxima both have $\det H>0$; energy saddles have $\det H<0$. Without spin torque, minima and maxima together therefore outnumber energy saddles by two. For $\alpha>0$ the minima attract and the maxima repel.

Let $k_1,k_2$ be the eigenvalues of $H$ at an extremum. The node condition $(\operatorname{tr}J)^2\ge4\det J$ becomes $\alpha^2(k_1+k_2)^2\ge4(1+\alpha^2)k_1k_2$, or
$$\alpha^2(k_1-k_2)^2\ge4k_1k_2.\tag{10}$$

For a steady macrospin flow with only nondegenerate equilibria, nodes, foci and centers together outnumber saddles by two, and damping changes no index. It remains to test this count on a thin film with applied field and current, to see what degenerate equilibria can do, and to ask how far the example resembles a real memory element.
